# Surface-diffusion breakup of a cylindrical macropore into spherical voids

## I. Wavelength selection and void size

### Definitions and conventions

A pore is a cylindrical void of radius $R_0$ in a solid. Its axis is the $z$ axis, $\phi$ is the azimuth, and the wall lies at $r(z,\phi,t)$. Subscripts $z$, $\phi$ and $t$ on $r$ and on other fields denote partial derivatives. The other symbols are:

- $\gamma$, surface energy per area, taken as isotropic;
- $\Omega$, volume per atom of the solid;
- $\nu$, number of surface sites per area;
- $D_s$, surface diffusivity for mass transport, defined so that $D_s\nu$ multiplies the driving force in the atomic flux;
- $kT$, thermal energy, where this $k$ appears only in the product $kT$;
- $q$, axial wavenumber, with $x=qR_0$ and wavelength $\lambda=2\pi/q$;
- $\kappa$, sum of the two principal curvatures, positive for a round void.

With this sign, a cylindrical void has $\kappa=1/R_0$ and a spherical void of radius $R$ has $\kappa=2/R$. The normal velocity $v$ of the wall is positive when the wall moves into the solid and the void grows locally. The algebra contains no Planck constant, electron mass or elementary charge, so it has the same form in atomic units. Numerical values use nm, eV, s, K and Torr.

The model assumes a pore much longer than the selected wavelength, a uniform temperature, constant $D_s$ and $\gamma$, and transport along the wall alone. The solid carries no stress that varies along the pore. The initial roughness is small and contains all wavelengths of interest with similar amplitude. Under these assumptions the most strongly amplified wavelength is

$$
\lambda_m=2\pi\sqrt2\,R_0\simeq 8.89\,R_0 .
$$

If each such wavelength closes into one void, and that void becomes a sphere without losing volume, the sphere has radius

$$
R_s=\left(\frac{3\pi}{\sqrt2}\right)^{1/3}R_0\simeq1.88\,R_0 .
$$

The first result follows from linear stability. The second needs the two further conditions just stated, which are examined in the second half.

### Curvature from the surface energy

The curvature is obtained here from the change of area with void volume, because this fixes its sign without a separate convention. A point on the wall is $\mathbf X=r\,\mathbf e_r+z\,\mathbf e_z$. Since $\partial_\phi\mathbf e_r=\mathbf e_\phi$, its tangent vectors are

$$
\mathbf X_\phi=r_\phi\mathbf e_r+r\mathbf e_\phi,\qquad
\mathbf X_z=r_z\mathbf e_r+\mathbf e_z .
$$

Their cross product is

$$
\mathbf X_\phi\times\mathbf X_z
=r\mathbf e_r-r_\phi\mathbf e_\phi-r r_z\mathbf e_z .
$$

Its length is the area per $d\phi\,dz$. The area $A$ and the void volume $V$ are therefore

$$
A=\int F\,d\phi\,dz,\qquad
F=\sqrt{r^2(1+r_z^2)+r_\phi^2},\qquad
V=\int\frac{r^2}{2}\,d\phi\,dz .
$$

A small displacement $\delta r$ changes the volume by $\int r\,\delta r\,d\phi\,dz$. In the area, integration by parts removes the derivatives from $\delta r$, and the boundary terms vanish for a periodic or localized displacement. The change of area per change of volume at a point is

$$
\kappa=\frac1r\left[
\frac{\partial F}{\partial r}
-\partial_z\frac{\partial F}{\partial r_z}
-\partial_\phi\frac{\partial F}{\partial r_\phi}
\right].
$$

For a cylinder this gives $1/R_0$, as required. The three derivatives are

$$
\frac{\partial F}{\partial r}=\frac{r(1+r_z^2)}F,\qquad
\frac{\partial F}{\partial r_z}=\frac{r^2r_z}F,\qquad
\frac{\partial F}{\partial r_\phi}=\frac{r_\phi}F .
$$

Now write $r=R_0+u$, with $|u|\ll R_0$ and small slopes. The slopes enter $F$ as squares, so $F=r$ to first order. The three derivatives become $1$, $R_0u_z$ and $u_\phi/R_0$. With $1/r=1/R_0-u/R_0^2$,

$$
\kappa=\frac1{R_0}-\frac{u}{R_0^2}-u_{zz}-\frac{u_{\phi\phi}}{R_0^2}.
$$

The term $-u/R_0^2$ says that a narrow part of the pore has a larger circumferential curvature. The term $-u_{zz}$ says that a neck, where $u_{zz}>0$, has an axial curvature of the opposite sign. These two terms compete in the breakup.

### From curvature to wall motion

Adding one atom to the wall fills a volume $\Omega$ of the void. The void volume changes by $-\Omega$, so the surface energy changes by $-\Omega\gamma\kappa$. The chemical potential of an atom at the wall is

$$
\mu=\mu_0-\Omega\gamma\kappa ,
$$

where $\mu_0$ refers to a flat surface. Atoms thus have lower chemical potential where the void is more strongly curved.

For a small driving force, the mean drift velocity of surface atoms is $-(D_s/kT)\nabla_s\mu$, where $\nabla_s$ is the gradient along the wall. Multiplication by $\nu$ gives the number crossing a unit length per unit time:

$$
\mathbf J=-\frac{D_s\nu}{kT}\nabla_s\mu
=\frac{D_s\nu\Omega\gamma}{kT}\nabla_s\kappa .
$$

The number of atoms accumulating per area and time is $-\nabla_s\cdot\mathbf J$. Each adds a volume $\Omega$ of solid and moves the wall into the void, which is the negative direction for $v$. Hence

$$
v=-\Omega(-\nabla_s\cdot\mathbf J)
=B\nabla_s^2\kappa,\qquad
B=\frac{D_s\gamma\Omega^2\nu}{kT}.
$$

The dimension of $B$ is length to the fourth power per time. For a solid rod, the chemical potential has the opposite curvature sign, and accumulation moves the surface outward instead of inward. The two changes of sign cancel, so a rod and a void of the same shape obey the same equation. This equivalence belongs to surface diffusion. With transport through the bulk, the region in which atoms diffuse differs between the two cases.

### Growth rate of a small disturbance

Take

$$
u=a(t)\cos(qz)\cos(m\phi),
$$

where $m$ is a non-negative integer because the wall must close on itself. Two axial derivatives multiply $u$ by $-q^2=-x^2/R_0^2$, and two azimuthal derivatives multiply it by $-m^2$. The first-order curvature is

$$
\kappa_1=\frac{x^2+m^2-1}{R_0^2}\,u .
$$

The unperturbed curvature is uniform, so its surface gradient is zero even on the disturbed wall. To first order it is therefore sufficient to apply the Laplacian of the original cylinder to $\kappa_1$:

$$
\nabla_s^2\kappa_1
=\left(\partial_z^2+\frac{\partial_\phi^2}{R_0^2}\right)\kappa_1
=-\frac{x^2+m^2}{R_0^2}\kappa_1 .
$$

The normal velocity equals $u_t$ at this order, since the tilt of the normal gives a second-order correction. With $a\propto e^{\sigma t}$,

$$
\sigma=\frac{B}{R_0^4}(x^2+m^2)(1-x^2-m^2).
$$

For $m\ge1$ the last factor is at most $-x^2$, so no such disturbance grows. The case $m=1$, $x=0$ has zero rate because it shifts the whole cylinder sideways. For $m=0$,

$$
\sigma=\frac{B}{R_0^4}x^2(1-x^2),
$$

which is positive for $0<x<1$, that is, for $\lambda>2\pi R_0$.

The threshold can also be found from area alone. Let $r=\bar R+a\cos(qz)$. Equal volume requires $\bar R^2+a^2/2=R_0^2$, hence $\bar R=R_0-a^2/(4R_0)$ to second order. The mean square slope is $q^2a^2/2$, and the area per length is

$$
2\pi\left(\bar R+\frac{R_0q^2a^2}{4}\right)
=2\pi\left[R_0+\frac{a^2}{4R_0}(x^2-1)\right].
$$

The disturbance lowers the area when $x<1$. Energy therefore sets the range of unstable wavelengths, but it does not select one of them. Selection comes from transport. A very long wave has a strong thermodynamic tendency to grow, but atoms must travel far, and its rate falls as $x^2$. A wave near $x=1$ has a short path but almost no driving force.

### The fastest-growing wavelength

Set $w=x^2$. The function to maximize is $w(1-w)$, with derivative $1-2w$ and second derivative $-2$. Its maximum is at $w=1/2$, so

$$
x_m=\frac1{\sqrt2},\qquad
\sigma_m=\frac{B}{4R_0^4},\qquad
\lambda_m=\frac{2\pi R_0}{x_m}=2\pi\sqrt2\,R_0 .
$$

The time for the amplitude to grow by a factor $e$ is

$$
\tau_m=\frac1{\sigma_m}=\frac{4R_0^4}{B}.
$$

Material properties and temperature enter through $B$. They change the time, while the ratio $\lambda_m/R_0$ stays fixed within this model. At fixed $B$, doubling the pore radius doubles the wavelength and multiplies the growth time by 16.

The rate relative to its maximum has a form that is useful for estimating the spread of wavelengths:

$$
\frac{\sigma}{\sigma_m}=4x^2(1-x^2)=1-(1-2x^2)^2 .
$$

A direct numerical test used the nonlinear axisymmetric equation given in the second half. A cosine of amplitude $10^{-4}R_0$ was placed on the wall, with 160 cells over half a wavelength. The initial rate was measured by projecting the wall velocity on that cosine, and the wavelength was varied. The largest rate was $0.2500\,B/R_0^4$, at $x=0.7071$. The corresponding wavelength was $8.8856\,R_0$, compared with $8.8858\,R_0$ from the formula.

### Volume balance and the factor 1.88

One wavelength of the original pore contains a void volume $\pi R_0^2\lambda$. If this volume ends in one sphere,

$$
\pi R_0^2\lambda=\frac{4\pi}{3}R_s^3
\quad\Longrightarrow\quad
\frac{R_s}{R_0}=\left(\frac{3\lambda}{4R_0}\right)^{1/3}.
$$

For the fastest-growing wavelength,

$$
\left(\frac{R_s}{R_0}\right)^3
=\frac34\,(2\pi\sqrt2)
=\frac{3\pi\sqrt2}{2}
=\frac{3\pi}{\sqrt2}\simeq6.66,
$$

and the cube root is 1.88. The cube root makes the void radius less sensitive than the spacing. For small changes,

$$
\frac{\delta R_s}{R_s}=\frac13\frac{\delta\lambda}{\lambda},
$$

so a 9% change of wavelength changes the sphere radius by about 3%.

The change from cylinder to sphere lowers the surface area. The ratio of the final area to the initial area is

$$
\frac{4\pi R_s^2}{2\pi R_0\lambda_m}
=\frac{2(R_s/R_0)^2}{\lambda_m/R_0}\simeq0.797 .
$$

About 20% of the original wall area disappears. This is consistent with a process driven by surface energy, although a lower final area does not by itself prove that the motion reaches this state.

The same comparison gives a threshold for any assumed spacing. The spheres have less area than the cylinder when $2R_s^2<R_0\lambda$. Substituting $\lambda=4R_s^3/(3R_0^2)$ gives $R_s>3R_0/2$, or $\lambda>9R_0/2$. This is shorter than the linear threshold $2\pi R_0$. Between the two, separated spheres have lower energy, yet a small ripple decays. Linear selection would therefore not describe a pore whose wall was deliberately given a large modulation in that interval. The value $9R_0/2$ compares the spheres with the uniform cylinder only and is not a lower limit for breakup: at such short periods a strongly modulated wall starts with more area than the cylinder, and a deep neck can also close at a period below $9R_0/2$. A modulation imposed during etching can likewise set the spacing in the unstable range if it is much larger than the random roughness. In either case, the general volume formula applies with the actual spacing, provided that one void forms per period.

## II. Nonlinear closure, example and limits

### Results used here

The wall moves with normal velocity $v=B\nabla_s^2\kappa$, positive into the solid, where $B=D_s\gamma\Omega^2\nu/kT$. The sum of principal curvatures $\kappa$ is positive for a round void. An axisymmetric ripple of wavenumber $q=x/R_0$ grows at

$$
\sigma=\frac{B}{R_0^4}x^2(1-x^2),\qquad
\sigma_m=\frac{B}{4R_0^4}\quad\text{at}\quad x_m=\frac1{\sqrt2}.
$$

The selected wavelength is $\lambda_m=8.89R_0$. One sphere per wavelength has $R_s=(3\lambda/4R_0)^{1/3}R_0$, which gives $1.88R_0$ at $\lambda_m$.

### Does one wavelength make one void?

The linear result holds for small ripples and cannot decide where the pore closes. For an axisymmetric wall, $F=r\sqrt{1+r_z^2}$, and the curvature formula gives

$$
\kappa=\frac{1}{r\sqrt{1+r_z^2}}
-\frac{r_{zz}}{(1+r_z^2)^{3/2}} .
$$

An axial step $dz$ has arc length $\sqrt{1+r_z^2}\,dz$, and the normal velocity is $r_t/\sqrt{1+r_z^2}$. Writing the surface Laplacian in terms of $z$ and cancelling the common factor gives

$$
\partial_t\frac{r^2}{2}
=B\,\partial_z\left(
\frac{r}{\sqrt{1+r_z^2}}\,\partial_z\kappa
\right).
$$

This form suits a finite-volume calculation. Store $r^2$ in each cell, evaluate $\kappa$ at cell centres and the bracket at cell faces, and set the face flux to zero at the two symmetry planes. The sum of $r^2$ is then conserved apart from time-integration and rounding errors.

The time integration should be implicit. For cell width $h$, the discrete fourth derivative has a largest eigenvalue of $16/h^4$, so a forward Euler step must be shorter than about $h^4/(8B)$ even near the original cylinder. With 200 cells over half of $\lambda_m$, this is about $3\times10^{-8}R_0^4/B$.

The calculation started from a cosine of amplitude $0.01R_0$ at wavelength $\lambda_m$ and stopped when the smallest radius reached $0.1R_0$. The minimum was then in the last cell, whose centre is at 0.9975 of the half wavelength. The neck was therefore at the symmetry plane between two bulges, with no satellite lobe centred there. The volume of the main lobe corresponded to a sphere of radius $1.88R_0$. Given the neck position, this last number follows from volume conservation and is not further evidence for the wavelength.

The result supports one void per wavelength for this starting shape. It does not follow the topological change, and it does not exclude a very small satellite forming below $0.1R_0$. It also imposes equal periods, whereas neighbouring necks on a randomly rough pore can close at different times.

### Rounding after closure

To estimate the final rounding, let a void have radius $r=R_s+u(\theta,\phi)$ in spherical coordinates. Let $\nabla_\omega$ be the gradient on the unit sphere and $d\omega$ the solid angle. To second order in slopes,

$$
A=\int\left(r^2+\frac{|\nabla_\omega r|^2}{2}\right)d\omega,
\qquad V=\int\frac{r^3}{3}\,d\omega .
$$

Variation gives $\delta A=\int(2r-\nabla_\omega^2r)\delta r\,d\omega$ and $\delta V=\int r^2\delta r\,d\omega$. Their ratio, to first order, is

$$
\kappa=\frac2{R_s}-\frac{2u+\nabla_\omega^2u}{R_s^2}.
$$

For a spherical harmonic of degree $l$, $\nabla_\omega^2u=-l(l+1)u$. The curvature disturbance is $(l-1)(l+2)u/R_s^2$, and the surface Laplacian multiplies it by $-l(l+1)/R_s^2$. The decay rate is therefore

$$
\frac{B}{R_s^4}(l-1)l(l+1)(l+2).
$$

Degree 1 shifts the sphere and has zero rate. The slowest change of shape is $l=2$, with decay time $R_s^4/(24B)$. For $R_s=1.88R_0$ this is about $0.52R_0^4/B$, compared with $4R_0^4/B$ for one factor $e$ of ripple growth. Near the spherical shape, rounding is thus about eight times faster. The estimate does not cover the strongly deformed shape just after closure.

### Worked example

The example is a silicon macropore of radius 200 nm at 1373 K in 10 Torr of hydrogen. The rough inputs are $\gamma=7.5\ \mathrm{eV/nm^2}$, $\Omega=0.020\ \mathrm{nm^3}$, $D_s=1.0\times10^8\ \mathrm{nm^2/s}$ and an initial ripple of 2 nm. Taking $\nu=\Omega^{-2/3}=13.57\ \mathrm{nm^{-2}}$ and $kT=0.1183$ eV,

$$
B=\frac{(1.0\times10^8)(7.5)(0.020)^2(13.57)}{0.1183}
=3.44\times10^7\ \mathrm{nm^4/s}.
$$

The time unit is

$$
\frac{R_0^4}{B}=\frac{(200)^4}{3.44\times10^7}=46.5\ \mathrm{s},
\qquad \tau_m=4(46.5)=186\ \mathrm{s}.
$$

The main lengths are

$$
\lambda_m=8.886(200)=1777\ \mathrm{nm}\simeq17770\ \text{Å},
$$

$$
R_s=1.882(200)=376\ \mathrm{nm}\simeq3760\ \text{Å}.
$$

The solid gap between adjacent spheres is $\lambda_m-2R_s=1024$ nm, so voids from the same pore do not touch. The $l=2$ decay time is 24 s. This is one factor $e$ near the spherical shape. A void that has just closed is still about one wavelength long, so it needs several such times to become round.

Extending linear growth until the ripple equals the pore radius gives

$$
N=\ln\frac{200}{2}=4.605,\qquad
t_{\rm lin}=N\tau_m=856\ \mathrm{s}.
$$

The nonlinear calculation reaches a neck radius of 20 nm after 633 s, with the same rounded time on 120 and 200 cells. The linear extrapolation is thus 35% longer than this nonlinear time. At 633 s the linear law would give an amplitude of only $2e^{633/186}\simeq60$ nm. For the closing of necks far from the pore ends, the nonlinear value is the better prediction of the model. A neck next to a pore end starts from a large disturbance and closes earlier.

The complete numerical values are in the numerical output.

### Spread from random roughness

Suppose all wavelengths start with equal amplitude. When the fastest has grown by $e^N$, the amplitude at another $x$, relative to it, is

$$
\exp\left[N\left(\frac{\sigma}{\sigma_m}-1\right)\right]
=\exp\left[-N(1-2x^2)^2\right].
$$

It equals $1/e$ when $N(1-2x^2)^2=1$, hence

$$
x^2=\frac12\left(1\pm\frac1{\sqrt N}\right),\qquad N>1 .
$$

For $N=4.605$ the wavelengths are $7.34R_0$ and $12.16R_0$. One void per wavelength would give radii of $1.77R_0$ and $2.09R_0$, or 6% below and 11% above the central value. This is a band of Fourier amplitudes, not a calculated distribution of void sizes. Since the nonlinear neck closes earlier than the linear estimate, fewer factors of $e$ are available and the band at closure is somewhat wider. The value 1.88 is therefore a central estimate for a random wall, not the size of every void.

### Dependence of surface energy on tilt

Let $\theta=\arctan r_z$ be the axial tilt, and replace $\gamma$ by $\gamma(1+s\theta^2/2)$, where $s=\gamma''/\gamma$ at zero tilt. The circumference is still treated as isotropic. To second order in slope, the energy per $d\phi\,dz$ is

$$
\gamma r\left[1+\frac{(1+s)r_z^2}{2}\right].
$$

Its variation changes the axial term from $-r_{zz}$ to $-(1+s)r_{zz}$, and the rate becomes

$$
\sigma=\frac{B}{R_0^4}x^2[1-(1+s)x^2],\qquad s>-1 .
$$

The maximum is at $x^2=1/[2(1+s)]$. The wavelength is multiplied by $(1+s)^{1/2}$. With a surface energy that depends on tilt, the final void is not exactly a sphere, but its size can be given as the radius of a sphere of equal volume. This radius is multiplied by $(1+s)^{1/6}$. For $s=-0.3$ and $+0.3$, it is $1.77R_0$ and $1.97R_0$. A facet with a cusp in $\gamma(\theta)$ has no finite $\gamma''$ there and lies outside this estimate.

### Breakup that starts at a pore end

An end can send a breakup front into a smooth pore. Measure length in $R_0$ and time in $R_0^4/B$. A linear disturbance is a sum of terms $e^{iQz+\sigma(Q)t}$ with $\sigma=Q^2-Q^4$. For an observer at $z=ct$, the late behaviour is set by a saddle point at complex $Q=\alpha+i\beta$, where

$$
\sigma'(Q)+ic=0,\qquad \mathrm{Re}[\sigma(Q)+icQ]=0 .
$$

The second condition selects the speed at which the disturbance neither grows nor decays exponentially. The real and imaginary parts of the first give

$$
\alpha^2=3\beta^2+\frac12,\qquad c=32\beta^3+4\beta .
$$

With this $\alpha$, $\mathrm{Re}\,\sigma=\frac14+2\beta^2+8\beta^4$. Setting it equal to $\beta c$ gives $24\beta^4+2\beta^2-\frac14=0$, so

$$
\beta^2=\frac{\sqrt7-1}{24},\qquad c=1.622 .
$$

In the moving frame the phase changes at the rate $\alpha c+\mathrm{Im}\,\sigma=\alpha(c-8\beta^3)$. If no nodes are created or lost, a stationary pattern of wavenumber $Q_f$ behind the front must satisfy $Q_fc=\alpha(c-8\beta^3)$. This gives a spacing of $8.21R_0$ and a void radius of $1.83R_0$, about 3% below the random-roughness value.

For the example, the speed is $1.622(200)/46.5\simeq7.0$ nm/s. In 633 s such a front would travel about 4400 nm, so end effects could reach two or three voids inward. The estimate assumes that the small leading edge controls the front. A blunt pore end is a large disturbance and may select another spacing.

### Neglected transport and pressure

Bulk diffusion adds a flux through the solid. Its quasi-steady potential outside the pore varies as $K_0(qr)$, where $K_0$ and $K_1$ are modified Bessel functions. Since $K_0'=-K_1$, the outward flux at the wall is $D_b\mu_1qK_1(x)/[\Omega kTK_0(x)]$, where $D_b$ is the bulk self-diffusivity and $\mu_1$ the disturbance of $\mu$ at the wall. Multiplying by $\Omega$ gives the wall velocity. The corresponding surface-diffusion velocity is $\Omega D_s\nu q^2\mu_1/kT$, so

$$
\frac{\sigma_b}{\sigma}
=\frac{D_bR_0}{D_s\Omega\nu x}\frac{K_1(x)}{K_0(x)} .
$$

For a rough $D_b=0.2\ \mathrm{nm^2/s}$, this ratio is $3.3\times10^{-6}$ at $x_m$.

For vapour transport, let $j$ be the equilibrium evaporation flux. If no excess evaporated atom returned to its starting region, the wall velocity would be $\Omega j\mu_1/kT$, and its ratio to the surface term would be $jR_0^2/(D_s\nu x^2)$. A rough silicon vapour pressure of $3\times10^{-7}$ Torr gives $3.2\times10^{-5}$. Chemical removal of silicon by hydrogen is not included.

A uniform gas pressure $p$ adds $p\Omega$ to $\mu$ everywhere on the wall and leaves its gradient unchanged. The applied 10 Torr is also small compared with $\gamma/R_0=4.5\times10^4$ Torr. Finally, the density of mobile atoms on the wall, if they are dilute and in local equilibrium, is proportional to $e^{(\mu-\mu_0)/kT}$. Since $D_s$ for mass transport is proportional to this density, treating it as constant requires $\Omega\gamma/(R_0kT)\ll1$. Here it is 0.0063, but for a neck of $0.1R_0$ the corresponding circumferential value is ten times larger, about 6%.

### Use for real silicon pores

The temperature, pressure and pore size represent hydrogen annealing of etched silicon, in which surface migration can turn deep pores into buried cavities. The material values are rough. The surface diffusivity is the least certain, since it depends on temperature, surface orientation and hydrogen coverage. At fixed values of the other inputs, a tenfold smaller $D_s$ makes every time ten times longer and leaves $R_s/R_0$ unchanged. Real silicon breaks the assumption of isotropic surface energy and can form facets. The smooth tilt model moves the equal-volume radius by 4 to 6% for $|s|=0.3$, but strong faceting has not been sized.

Where faceting is weak, the factor 1.88 can be used as an estimate for an isolated, nearly uniform pore many times longer than $8.9R_0$, away from its ends and without a strong imposed modulation. In an array, spheres at the same depth would touch if the pore spacing were below $2R_s=3.76R_0$, or about 753 nm in the example. Closer pores need a calculation that includes merging.

## Computed values

```
Pore radius R0: 200 nm
Temperature: 1373 K
Thermal energy kT: 0.1183 eV
Surface energy: 7.5 eV/nm^2
Atomic volume: 0.020 nm^3
Site density: 13.57 nm^-2
Surface diffusivity: 1.0e+08 nm^2/s
Initial roughness: 2.0 nm
Coefficient B: 3.441e+07 nm^4/s
Time unit R0^4/B: 46.5 s
Peak x, formula: 0.7071 (no unit)
Peak x, nonlinear code: 0.7071 (no unit)
Peak rate, nonlinear code: 0.2500 B/R0^4
Wavelength/R0, formula: 8.8858 (no unit)
Wavelength/R0, code: 8.8856 (no unit)
Void radius/R0, formula: 1.8819 (no unit)
Void radius/R0, code: 1.8818 (no unit)
Wavelength: 1777 nm = 17772 angstrom
Void radius: 376.4 nm = 3764 angstrom
Solid gap between voids: 1024 nm
Sphere/cylinder area: 0.7971 (no unit)
Growth e-folding time: 186 s
Amplification N=ln(R0/roughness): 4.605 (no unit)
Linear breakup time: 856 s
Nonlinear time to neck 0.1 R0: 633 s
Same, coarser grid: 633 s
Neck place/half wavelength: 0.9975 (no unit)
Main lobe sphere radius/R0: 1.8819 (no unit)
Volume beyond neck: 0.000 %
Sphere rounding time, l=2: 24.3 s
Band wavelength/R0, long: 12.16 (no unit)
Band wavelength/R0, short: 7.34 (no unit)
Band void radius/R0, large: 2.089 (no unit)
Band void radius/R0, small: 1.766 (no unit)
Tilt strength tried: +/-0.3 (no unit)
Void radius/R0, negative tilt: 1.773 (no unit)
Void radius/R0, positive tilt: 1.966 (no unit)
End-front speed: 1.6221 B/R0^3
End-front wavelength/R0: 8.206 (no unit)
End-front void radius/R0: 1.833 (no unit)
Bulk diffusivity: 0.2 nm^2/s
Bulk/surface growth rate: 3.3e-06 (no unit)
Silicon vapour pressure: 3.0e-07 Torr
Vapour/surface growth rate: 3.2e-05 (no unit)
Hydrogen pressure: 10 Torr
Capillary pressure gamma/R0: 4.51e+04 Torr
Gibbs-Thomson exponent: 6.34e-03 (no unit)
```
